\section*{Argon metastable density from peak optical depth at 811.5 nm}

\section*{Question}

I am working through a laser-absorption exercise for a low-pressure argon plasma. A weak, tunable diode laser crosses 10 cm of plasma. At the centre of the 811.5 nm line, which starts from the metastable level 1s$_5$, the peak optical depth is 0.1. The gas temperature is 500 K and the broadening is to be taken as purely Doppler. I have to find the 1s$_5$ density.

I used the resonant cross-section $\sigma=(\lambda^2/2\pi)(g_u/g_l)$, with $g_l=5$ and $g_u=7$. This gives $1.47\times10^{-9}\ \mathrm{cm^2}$ and a density of about $7\times10^6\ \mathrm{cm^{-3}}$. The temperature never entered, so something must be wrong. Where does it come in, and how far can I trust the result if the broadening is not purely Doppler?

\section*{Answer}

Your cross-section belongs to an atom that is exactly on resonance. In a gas at 500 K most atoms are Doppler-shifted away from the laser frequency, so the cross-section must be averaged over their velocities. That average brings in the temperature and raises the inferred density by a factor of about 120.

\subsection*{What the optical depth measures}

Let $n_l$ and $n_u$ be the densities in the lower level 1s$_5$ ($J=2$) and the upper level 2p$_9$ ($J=3$). For now take $n_u$ as negligible and the laser as too weak to disturb the populations. With $\sigma(\nu)$ the velocity-averaged cross-section, the intensity obeys
\begin{equation}
\frac{dI}{dx}=-n_l(x)\,\sigma(\nu)\,I .
\end{equation}
Dividing by $I$ and integrating over the path $L$, at uniform gas temperature, gives
\begin{equation}
\tau(\nu)\equiv-\ln\frac{I(L)}{I(0)}=\sigma(\nu)\int_0^L n_l\,dx=\sigma(\nu)\,nL ,
\end{equation}
where $n$ is the path-averaged density. The logarithm is natural: $\tau_0=0.1$ at line centre means a transmission $e^{-0.1}=0.905$. If the 0.1 were a base-10 absorbance, $\tau_0$ and the density would be larger by a factor $\ln10=2.30$.

\subsection*{The area of the cross-section}

Define $S=\int\sigma(\nu)\,d\nu$, with $\nu$ in Hz. It follows from the spontaneous emission rate $A$ by detailed balance. Put the atoms in thermal radiation with $\bar n=1/(e^{y}-1)$ photons per mode, where $y=h\nu/k_BT_r$ and $T_r$ is the radiation temperature. The energy density per unit frequency is $(8\pi h\nu^3/c^3)\bar n$. Multiplying by $c$ and dividing by $h\nu$ gives the photon flux per unit frequency, summed over directions:
\begin{equation}
\frac{8\pi\nu^2}{c^2}\,\bar n=\frac{8\pi}{\lambda^2}\,\bar n .
\end{equation}
This hardly varies across the narrow line. In equilibrium, absorption balances spontaneous plus stimulated emission:
\begin{equation}
n_l\,S\,\frac{8\pi}{\lambda^2}\,\bar n=n_u A(1+\bar n),
\qquad \frac{n_u}{n_l}=\frac{g_u}{g_l}e^{-y}.
\end{equation}
Since $1+\bar n=e^{y}\bar n$, the factors $e^{\pm y}$ and $\bar n$ cancel, leaving
\begin{equation}
S=\frac{\lambda^2}{8\pi}\frac{g_u}{g_l}A .
\end{equation}
This also holds for a polarized laser beam if the five lower sublevels are equally populated, because the atoms then have no preferred direction.

I take $A=3.3\times10^7\ \mathrm{s^{-1}}$, a rough atomic value. The inferred density varies as $1/A$. With $\lambda=8.115\times10^{-5}$ cm,
\begin{equation}
S=\frac{(8.115\times10^{-5})^2}{8\pi}\times\frac75\times3.3\times10^7
=1.21\times10^{-2}\ \mathrm{cm^2\,Hz}.
\end{equation}

\subsection*{The Doppler profile}

An atom with velocity $u$ along the beam sees the frequency $\nu(1-u/c)$. It is resonant when this equals $\nu_0$, so to first order in $u/c$ the laser must be at $\nu=\nu_0+u/\lambda$. The Maxwell distribution of $u$ is
\begin{equation}
f(u)=\frac{e^{-u^2/v^2}}{\sqrt\pi\,v},\qquad v=\sqrt{\frac{2k_BT}{M}} .
\end{equation}
Changing variable from $u$ to $\nu$, with $du=\lambda\,d\nu$, gives the normalized line profile
\begin{equation}
\phi(\nu)=\frac{\lambda}{\sqrt\pi\,v}
\exp\!\left[-\frac{\lambda^2(\nu-\nu_0)^2}{v^2}\right].
\end{equation}
The exponential equals one half at $|\nu-\nu_0|=\sqrt{\ln2}\,v/\lambda$, so the full width at half maximum is $\Delta\nu_D=2\sqrt{\ln2}\,v/\lambda$. For $M=39.95$ u and $T=500$ K,
\begin{equation}
v=456\ \mathrm{m/s},\qquad \Delta\nu_D=936\ \mathrm{MHz},\qquad
\phi(\nu_0)=1.004\times10^{-9}\ \mathrm{s}.
\end{equation}

\subsection*{The density}

The peak cross-section is the area times the peak of the profile:
\begin{equation}
\sigma_0=S\phi(\nu_0)=(1.21\times10^{-2})(1.004\times10^{-9})
=1.215\times10^{-11}\ \mathrm{cm^2}.
\end{equation}
Therefore
\begin{equation}
n=\frac{\tau_0}{L\sigma_0}
=\frac{0.1}{10\times1.215\times10^{-11}}
=8.2\times10^{8}\ \mathrm{cm^{-3}}
=8.2\times10^{14}\ \mathrm{m^{-3}} .
\end{equation}

Your cross-section fits into the same picture. By electric-dipole decay, 2p$_9$ ($J=3$) can reach only 1s$_5$ among the four 1s levels, since the others have $J=0$ or 1. The natural line is then a Lorentzian of half-width $\gamma=A/4\pi$. Its area is $\pi\gamma\sigma_h$, where $\sigma_h$ is its peak, so
\begin{equation}
\sigma_h=\frac{S}{\pi\gamma}=\frac{4S}{A}=\frac{\lambda^2}{2\pi}\frac{g_u}{g_l}.
\end{equation}
This is your expression. The ratio $\sigma_0/\sigma_h\simeq0.008$ measures how few atoms are resonant with a laser tuned to line centre.

\subsection*{Temperature and line shape}

At fixed $\tau_0$, $n\propto v\propto\sqrt T$. The same optical depth would mean $6.4\times10^8\ \mathrm{cm^{-3}}$ at 300 K and $9.7\times10^8\ \mathrm{cm^{-3}}$ at 700 K.

A scan over the whole line removes this dependence. Since $\int\phi\,d\nu=1$,
\begin{equation}
\int\tau(\nu)\,d\nu=S\,nL .
\end{equation}
Here the area is $(1.21\times10^{-2})(8.23\times10^9)\ \mathrm{Hz}=99.6$ MHz. The temperature has dropped out, so this route also works when the gas is hotter in the middle than at the walls. If Doppler broadening dominates and $T$ is uniform, the width of the same scan gives $T=M\lambda^2\Delta\nu_D^2/(8k_B\ln2)$.

A lamp needs a different analysis. Suppose its line is an unabsorbed Gaussian of the same Doppler width and the detector does not resolve it. With $z=\lambda(\nu-\nu_0)/v$, the absorbed fraction is
\begin{equation}
F=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}e^{-z^2}
\left(1-e^{-\tau_0e^{-z^2}}\right)dz
\simeq\frac{\tau_0}{\sqrt\pi}\int_{-\infty}^{\infty}e^{-2z^2}dz
=\frac{\tau_0}{\sqrt2},
\end{equation}
to first order in $\tau_0$. Numerical quadrature of the full integral gives $-\ln(1-F)=0.070$ for $\tau_0=0.1$. Reading this as a peak optical depth would give $5.8\times10^8\ \mathrm{cm^{-3}}$, about 30\% below the true density.

\subsection*{How pure is the Doppler broadening?}

Take a pressure of 10 mTorr and a laser with a 2 MHz Lorentzian line. The natural full width is $A/2\pi=5.25$ MHz. A rough collisional coefficient of 10 MHz/Torr adds 0.10 MHz. Lorentzian widths add under convolution, and at small optical depth the laser width may be included in this way. The total is 7.35 MHz.

Let $a$ be the total half-width multiplied by $\lambda/v$, here 0.0065. Averaging the Lorentzian over the Gaussian multiplies the peak by
\begin{equation}
K=\frac a\pi\int_{-\infty}^{\infty}\frac{e^{-z^2}}{z^2+a^2}\,dz
=1-\frac a\pi\int_{-\infty}^{\infty}\frac{1-e^{-z^2}}{z^2+a^2}\,dz .
\end{equation}
For $a\ll1$, drop $a^2$ in the last denominator. Integration by parts then gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{1-e^{-z^2}}{z^2}\,dz
=\int_{-\infty}^{\infty}2e^{-z^2}dz=2\sqrt\pi,
\qquad K\simeq1-\frac{2a}{\sqrt\pi}.
\end{equation}
The peak is lowered by 0.7\%, so the pure Doppler assumption is good here.

\subsection*{How weak must the laser be?}

Let $R$ be the absorption rate per lower-level atom. The detailed balance above gives a stimulated-emission cross-section $g_l/g_u$ times that for absorption. With sublevels treated on average, the steady state is
\begin{equation}
Rn_l=\left(A+\frac{g_l}{g_u}R\right)n_u .
\end{equation}
Let $N=n_l+n_u$. Solving for $n_u$ and inserting it into the net absorbing density gives
\begin{equation}
n_l-\frac{g_l}{g_u}n_u
=\frac{A\,n_l}{A+(g_l/g_u)R}
=\frac{N}{1+(1+g_l/g_u)R/A}.
\end{equation}
The last step uses $N=n_l[A+(1+g_l/g_u)R]/[A+(g_l/g_u)R]$. On resonance $R=\sigma_hI/h\nu$, so the denominator is $1+s$, with
\begin{equation}
s=\frac{I}{I_s},\qquad
I_s=\frac{h\nu A}{\sigma_h(1+g_l/g_u)}=3.2\ \mathrm{mW/cm^2}.
\end{equation}
At detuning $\delta$ from an atom's resonance, $R$ is reduced by $\gamma^2/(\delta^2+\gamma^2)$. Its absorption is then proportional to
\begin{equation}
\frac{\gamma^2}{\delta^2+\gamma^2(1+s)},
\end{equation}
whose integral over $\delta$ is $\pi\gamma/\sqrt{1+s}$. When the Doppler profile is much broader than this Lorentzian, the measured optical depth therefore falls by $1/\sqrt{1+s}$. For a probe of 0.010 mW/cm$^2$, this effect alone is a loss of 0.16\% in the sublevel-averaged model. With linearly polarized light each lower sublevel drives its own two-level transition, and the loss is somewhat larger, about 0.19\%. With the sublevels still treated on average, $I=I_s$ would give a factor $1/\sqrt2$ and an uncorrected density about 29\% low. At that intensity optical pumping among the sublevels, described below, also changes the absorption, so these figures are only rough and depend on the polarization.

The saturation loss is too small to matter here. Correcting for the Lorentzian width alone raises the result from $8.2\times10^8$ to $8.3\times10^8\ \mathrm{cm^{-3}}$.

Linearly polarized light can also redistribute the lower sublevels. Their absorption strengths are proportional to $9-m^2$, namely 9 for $m=0$, 8 for $m=\pm1$ and 5 for $m=\pm2$, with average 7. Redistribution therefore cannot raise the absorption by more than a factor $9/7$. In the 0.010 mW/cm$^2$ probe, with a beam 1 mm wide, a resonant atom crossing at speed $v$ stays for 2.2 $\mu$s and absorbs about 0.13 photons on average if the laser line is much narrower than the natural line, and fewer with the 2 MHz width assumed above. Most such atoms leave before pumping can act, so the actual change should be well below that bound. It is of opposite sign to the small saturation loss estimated above and can exceed it: for these beam parameters it is a gain of a few tenths of a percent.

\subsection*{Higher densities and the upper level}

At the same path and temperature, 1s$_5$ densities of $10^{10}$ and $10^{11}\ \mathrm{cm^{-3}}$ would give peak optical depths of about 1.2 and 12. In the second case almost no light survives at line centre. The density can then be found from a weaker line, or from the wings. In this case, where the optical depth in the wings lies between about 3 and 0.01, the inferred density depends more strongly on the assumed temperature than it does at line centre. Much farther out, the natural Lorentzian wing dominates and the temperature hardly matters, but the absorption is then very weak.

The upper-level population is a small correction here. For an electron density of $10^{10}\ \mathrm{cm^{-3}}$, a rough excitation coefficient of $10^{-11}\ \mathrm{cm^3/s}$ and a gas density of $1.9\times10^{14}\ \mathrm{cm^{-3}}$, balancing excitation against decay gives
\begin{equation}
n_u\sim\frac{10^{-11}\times10^{10}\times1.9\times10^{14}}{3.3\times10^7}
\simeq6\times10^5\ \mathrm{cm^{-3}} .
\end{equation}
This lowers the optical depth by about 0.05\%. The estimate omits excitation from the metastable levels.

For the weak laser probe, an error of more than about 10 K in the gas temperature matters more than the Lorentzian width, the saturation or the upper-level population estimated above. If the gas were at 300 K instead of the assumed 500 K, the inferred density would fall by 23\%. I have also assumed no applied magnetic field; a Zeeman splitting that is not small compared with the Doppler width has to be included in the line profile.

All numerical values are calculated from the stated model.
